# Smallest uniform trap density detectable from a capacitance transient

**Question.** A capacitance meter can resolve a relative change of $10^{-5}$. The semiconductor under a Schottky contact is doped to $10^{17}\ \mathrm{cm^{-3}}$. What is the smallest uniform density of traps that the meter can detect, how does it scale, and how much do the edges of the depletion layer change it?

**Answer.** The estimate follows from the charge that the traps add to the depletion layer when they empty.

## Charge, voltage and capacitance

Let the metal contact lie at $x=0$ on an n-type film, and let the depletion layer end at $x=W$. Mobile electrons are neglected inside the layer, and the field is zero at its inner edge. With electrostatic potential $\phi$, charge density $\rho$ and permittivity $\varepsilon$, Poisson's equation is $\phi''=-\rho/\varepsilon$. Integrating from $x$ to $W$, where $\phi'(W)=0$, gives

$$
\phi'(x)=\frac1\varepsilon\int_x^W\rho(x')\,dx'.
$$

A second integration gives the total band bending in volts, $V=\phi(W)-\phi(0)$. In the double integral, the charge at $x'$ contributes for every $x$ between 0 and $x'$, which supplies a factor $x'$:

$$
V=\frac1\varepsilon\int_0^W x\,\rho(x)\,dx. \tag{1}
$$

Charge far from the contact therefore counts more than charge near it. For a uniform density $\rho=qN$, with $q$ the elementary charge,

$$
V=\frac{qNW^2}{2\varepsilon},\qquad W=\sqrt{\frac{2\varepsilon V}{qN}}.
$$

A small voltage change moves the edge by $dW$. Then $dV=qNW\,dW/\varepsilon$, while the charge under a contact of area $A$ changes by $dQ=qNA\,dW$. Dividing,

$$
C=\frac{dQ}{dV}=\frac{\varepsilon A}{W}
=A\sqrt{\frac{q\varepsilon N}{2V}}. \tag{2}
$$

This holds when the measuring frequency is so high that the traps keep their occupation during one cycle.

## From trap density to signal

Let the shallow doping be $N_D$ and the trap density $N_T$. Take acceptor-like traps, which are negative when they hold an electron and neutral when empty. A voltage pulse first fills them. The reverse bias is then restored and held constant while they empty. For the ideal estimate, every trap in the layer goes from full to empty.

The net density is $N_D-N_T$ at the start and $N_D$ at the end. Since $V$ is the same, equation (2) gives

$$
\frac{C_{\rm start}}{C}=\sqrt{1-\frac{N_T}{N_D}},
$$

where $C$ is the final capacitance. The relative amplitude $a=(C-C_{\rm start})/C$ is therefore

$$
a=1-\sqrt{1-\frac{N_T}{N_D}}\simeq\frac{N_T}{2N_D}
\qquad(N_T\ll N_D). \tag{3}
$$

The half comes from the square root: extra positive charge shortens the layer, and the capacitance grows as the square root of the charge density.

To invert (3) without the approximation, write $1-a=\sqrt{1-N_T/N_D}$ and square both sides:

$$
N_T=N_D\left[1-(1-a)^2\right]=N_D(2a-a^2). \tag{4}
$$

If $\delta$ is the smallest amplitude that can be resolved, the leading term gives

$$
N_{\min}=2N_D\delta
=2(10^{17}\ \mathrm{cm^{-3}})(10^{-5})
=2\times10^{12}\ \mathrm{cm^{-3}}.
$$

This is $2\times10^{18}\ \mathrm{m^{-3}}$. Dropping $a^2$ overstates the density by only 5 parts per million here. For a signal $a=0.1$, by contrast, (4) gives $0.19N_D$ and the linear rule $0.20N_D$, an excess of about 5%.

Donor-like traps are neutral when full and positive when empty. The net density then goes from $N_D$ to $N_D+N_T$, and $a=1-(1+N_T/N_D)^{-1/2}$. Its leading term is again $N_T/(2N_D)$, so the detection limit is the same.

## How the limit scales

The ideal limit is proportional to both doping and resolution. At $\delta=10^{-4}$ it is ten times higher. Area, permittivity and bias cancel from the ratio, provided $\delta$ is held fixed; in an instrument, $\delta$ may itself depend on the capacitance.

Lower doping helps because the same trap charge is compared with a smaller background. The price is a wider layer, since $W\propto N_D^{-1/2}$ at fixed band bending. The film must be thick enough to contain it.

## A gallium oxide film

Consider a crystalline gallium oxide Schottky diode at 350 K, with rough parameters: relative permittivity 10, effective mass $m=0.28$ electron masses, barrier 1.10 eV, and a trap 0.80 eV below the conduction band. The film is 1000 nm thick and the contact area is $10^{-3}\ \mathrm{cm^2}$. The reverse bias is 5 V, and the filling pulse brings the applied bias to zero.

The effective density of states is

$$
N_C=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}
=4.69\times10^{18}\ \mathrm{cm^{-3}}.
$$

With $k_BT=0.03016$ eV and all shallow donors taken as ionized, the Fermi level in the neutral film lies $k_BT\ln(N_C/N_D)=0.116$ eV below the band. Here $N_D/N_C=0.02$, so Boltzmann statistics are adequate. The built-in voltage is $1.100-0.116=0.984$ V, and the total bending under reverse bias is $V=5.984$ V. Equation (2) then gives $W=257$ nm and $C=34.4$ pF.

At the ideal limit the meter must resolve $10^{-5}C=0.34$ fF. The depletion layer then contains $N_{\min}AW\simeq5.1\times10^4$ traps.

## What the edges do

Not all these traps change occupation. In the neutral film the trap level lies $E_F-E_T=0.800-0.116=0.684$ eV below the Fermi level. Near the inner edge of the depletion layer the bands have not yet risen by this amount, and the traps stay full. At a distance $\lambda$ from the edge the bending energy is $q^2N_D\lambda^2/(2\varepsilon)$. Setting it equal to $E_F-E_T$ gives

$$
\lambda=\sqrt{\frac{2\varepsilon(E_F-E_T)}{q^2N_D}}=87\ \mathrm{nm}.
$$

This assumes that the electron Fermi level stays flat through the region where capture matters.

During the pulse the layer has width $W_p=104$ nm. If the pulse is long enough for the occupation to settle, the traps that remain empty are those closer to the metal than $x_1=W_p-\lambda$. Under reverse bias, traps deeper than $x_2=W-\lambda$ do not empty. The signal comes from $x_1<x<x_2$, about 17 to 170 nm. Near $x_1$ capture is as slow as emission, so settling takes about the inverse emission rate, some 0.3 s for a capture cross-section of $10^{-14}\ \mathrm{cm^2}$. Because this region carries little weight in (1), a 1 ms pulse lowers the signal by only about 2%, or 4% for $10^{-16}\ \mathrm{cm^2}$.

Emptying this region adds $qN_T(x_2^2-x_1^2)/2$ to the integral in (1). A small shortening $\Delta W$ of the layer removes $qN_DW\Delta W$, to leading order in $N_T/N_D$. At fixed voltage the two balance. Since $C\propto1/W$,

$$
a=\frac{\Delta W}{W}=\frac{N_T}{2N_D}\,g,
\qquad g=\frac{x_2^2-x_1^2}{W^2}. \tag{5}
$$

All these lengths vary as the square root of a voltage, so

$$
\frac{\lambda}{W}=\sqrt{\frac{0.684}{5.984}}=0.338,
\qquad
\frac{W_p}{W}=\sqrt{\frac{0.984}{5.984}}=0.406.
$$

Hence $g=(1-0.338)^2-(0.406-0.338)^2=0.434$ after rounding. The limit rises to $2\times10^{12}/0.434=4.6\times10^{12}\ \mathrm{cm^{-3}}$. For this diode the neglected edges are a factor of 2.3, not a small correction.

A finite-difference solution of Poisson's equation that keeps the mobile electrons, and sets the trap occupation by balancing capture and emission, gives $g=0.443$ for $N_T/N_D=10^{-3}$. The simple formula is 2% lower, a small difference beside the edge correction itself.

Substituting $x_2=W-\lambda$ in (5) shows the approach to the ideal result:

$$
g=1-\frac{2\lambda}{W}+\frac{\lambda^2-x_1^2}{W^2}.
$$

With the pulse, doping and temperature fixed, $\lambda$ and $x_1$ do not change while $W$ grows with bias. In this formula $g$ therefore approaches 1, but slowly, with a leading deficit proportional to $V^{-1/2}$. The real diode stops short of that limit: this film is fully depleted near 90 V, where the formula gives $g=0.83$, and leakage from the metal, which grows steeply with the field, can refill traps at high bias. A rough tunnelling estimate of that leakage through the image-lowered barrier reduces $g$ by less than 1% at 20 V, by 2 to 8% at 40 V and by more than half near 90 V. At 20 V reverse bias $g=0.670$ and the limit is $3.0\times10^{12}\ \mathrm{cm^{-3}}$. The layer is then 482 nm wide and still fits in the film.

## What a rate window does

The resolution $\delta$ so far refers to the full amplitude. Many measurements instead subtract the capacitances at two times, $t_1$ and $t_2=rt_1$. For one emission rate $e_n$, the fraction of the amplitude that appears in the difference is

$$
S=e^{-s}-e^{-rs},\qquad s=e_nt_1.
$$

Setting $dS/ds=-e^{-s}+re^{-rs}=0$ gives $e^{(r-1)s}=r$, or $s=\ln r/(r-1)$. The largest fraction is therefore

$$
S_{\max}=r^{-1/(r-1)}-r^{-r/(r-1)}.
$$

For $r=10$ this is 0.697. If the smallest resolvable difference is also $10^{-5}C$, the ideal limit becomes $2.9\times10^{12}\ \mathrm{cm^{-3}}$. With the edges at 5 V it becomes $6.6\times10^{12}\ \mathrm{cm^{-3}}$.

The electric field lowers the peak a little more. The field is $F=(2V/W)(1-x/W)$, with a maximum of 0.47 MV/cm at the metal. An electron can be lifted thermally to an energy $E$ below the band and tunnel through the remaining triangular barrier. The tunnelling exponent is

$$
B(E)=\frac{2\sqrt{2m}}{\hbar}\int_0^{E/(qF)}\!\sqrt{E-qFy}\,dy
=\frac{4\sqrt{2m}\,E^{3/2}}{3\hbar qF}.
$$

Relative to emission over the band edge, a path that stops at $E=zk_BT$ gains a thermal factor $e^z$ and pays $e^{-B}$. Adding these paths to the direct one estimates the rate gain as $1+\int e^{z-B(zk_BT)}dz$, with $z$ running from zero to the trap depth divided by $k_BT$. Numerical integration gives gains of about 12 at $x_1$ and 2.7 at $x_2$. The prefactor of this sum is heuristic, and at these fields it supplies most of the gain. Weighting thermally the local density of band states in a uniform field gives instead $\exp[(\hbar qF)^2/(24m(k_BT)^3)]$, whose exponent is the peak value of $z-B$; this is only 2.2 at $x_1$ and 1.1 at $x_2$.

Averaging $S$ over the active region with weight $x$, as (1) requires, and maximizing again lowers the peak to 0.667. The limit is then $6.9\times10^{12}\ \mathrm{cm^{-3}}$; with the smaller gains the peak is 0.691 and the limit $6.7\times10^{12}\ \mathrm{cm^{-3}}$. The triangular barrier suits a short-range, acceptor-like trap. A donor-like trap attracts the departing electron, and Poole-Frenkel lowering of its barrier alone gives gains of roughly 30 and 6 and a peak near 0.66. If the field speeds capture and emission equally, and leakage does not refill the traps, the full amplitude is unchanged once all active traps have emptied.

## Stability and real films

A resolution of $10^{-5}$ is useful only if nothing else changes the capacitance by that much between the samples. From $C\propto V^{-1/2}$, a bias change of $2V\delta=0.12$ mV imitates the smallest signal.

Temperature acts through the permittivity and the built-in voltage. With a fixed barrier and $N_C\propto T^{3/2}$, differentiating $\ln C$ gives

$$
\frac{d\ln C}{dT}=\frac{\alpha}{2}
+\frac{k_B}{2qV}\left[\ln\frac{N_C}{N_D}+\frac32\right],
$$

where $\alpha=d\ln\varepsilon/dT$. For a rough $\alpha=10^{-4}\ \mathrm{K^{-1}}$ the sum is $8.9\times10^{-5}\ \mathrm{K^{-1}}$, so a drift of about 0.1 K is enough. This is the depletion-approximation value; keeping the tail of mobile electrons, which replaces $V$ by $V-k_BT/q$, raises it to $9.6\times10^{-5}\ \mathrm{K^{-1}}$.

The doping, barrier and trap depth above are meant as plausible values for a gallium oxide film, not as data for a particular sample. The peak field is well below a rough breakdown field of 5 MV/cm, though defects and contact edges can fail earlier. The assumption that this example breaks most strongly is that all traps in the layer respond: at 5 V it moves the limit from $2\times10^{12}$ to $4.6\times10^{12}\ \mathrm{cm^{-3}}$. In an amorphous oxide, trap levels may be spread in energy. One value of $\lambda$ and one emission rate then no longer suffice, and if the trap density is comparable with the doping, the linear rule fails as well.

All numerical values are calculated from the stated model.
